\section*{Staging coordinates, masses and force recursion for the ring polymer}

Consider one Cartesian coordinate $x$ of a distinguishable particle of mass $m$ in a potential $V(x)$ that is smooth, bounded below and confining, so that the trace below is finite, at temperature $T$. Atomic units are used in the algebra, so $\hbar=1$, and $\beta=1/(k_{\mathrm B}T)$. With $\hat T=\hat p^2/2m$, the partition function $Z=\mathrm{Tr}\,e^{-\beta(\hat T+\hat V)}$ is approximated by the Trotter product
\begin{equation}
Z_P=\mathrm{Tr}\left[\left(e^{-\beta \hat V/2P}\,e^{-\beta \hat T/P}\,e^{-\beta \hat V/2P}\right)^P\right],
\end{equation}
which tends to $Z$ as $P\to\infty$. Inserting a complete set of position states between neighbouring factors requires the kinetic matrix element, a Gaussian integral over momentum:
\begin{equation}
\langle x|e^{-\beta \hat T/P}|x'\rangle
=\int\frac{dp}{2\pi}\,e^{ip(x-x')-\beta p^2/2mP}
=\sqrt{\frac{mP}{2\pi\beta}}\;e^{-mP(x-x')^2/2\beta}.
\end{equation}
The trace identifies the last position with the first. The result is a classical configuration integral over $P$ beads on a closed ring, $x_{P+1}=x_1$:
\begin{align}
Z_P&=\left(\frac{mP}{2\pi\beta}\right)^{P/2}\int dx_1\cdots dx_P\;e^{-\beta U},\label{eq:Z}\\
U&=\sum_{k=1}^{P}\frac12 m\omega_P^2(x_k-x_{k+1})^2+\frac1P\sum_{k=1}^{P}V(x_k),
\qquad \omega_P=\frac{\sqrt P}{\beta}.\label{eq:U}
\end{align}
The value of $\omega_P$ follows from equating $\beta m\omega_P^2/2$ with $mP/2\beta$. In another common convention the ring is sampled at inverse temperature $\beta/P$, with spring frequency $P/\beta$ and the full potential on each bead. The Boltzmann exponent is the same, and the transformation below applies unchanged; the factor $1/P$ in the forces is then absent.

Each spring couples two neighbouring beads. The aim is a linear change of variables that turns the spring energy into a sum of independent squares and can be carried out with a number of operations proportional to $P$. It is found by eliminating the beads one at a time, starting with $x_2$, while $x_1$ is kept as a fixed reference.

Suppose that beads $2,\ldots,k-1$ have been eliminated. They leave behind an effective spring between $x_1$ and $x_k$. Since $k-1$ equal springs in series have $1/(k-1)$ of the stiffness of one, the terms that contain $x_k$ should be, in units of $m\omega_P^2/2$,
\begin{equation}
A_k=(x_k-x_{k+1})^2+\frac{(x_k-x_1)^2}{k-1},\qquad k\ge2.
\end{equation}
The series-spring picture only motivates this expression; the induction below proves that it is the right one. Expanding in powers of $x_k$, and using $1+1/(k-1)=k/(k-1)$, gives
\begin{equation}
A_k=\frac{k}{k-1}x_k^2-2x_k\,\frac{(k-1)x_{k+1}+x_1}{k-1}
+x_{k+1}^2+\frac{x_1^2}{k-1}.
\end{equation}
At fixed $x_1$ and $x_{k+1}$ this parabola has its minimum at
\begin{equation}
x_k^*=\frac{(k-1)x_{k+1}+x_1}{k}.
\end{equation}
The first two terms of $A_k$ are therefore $\frac{k}{k-1}\left(x_k^2-2x_kx_k^*\right)$. Adding and subtracting $\frac{k}{k-1}x_k^{*2}$ completes the square:
\begin{equation}
A_k=\frac{k}{k-1}(x_k-x_k^*)^2+R_k,\qquad
R_k=x_{k+1}^2+\frac{x_1^2}{k-1}-\frac{[(k-1)x_{k+1}+x_1]^2}{k(k-1)}.
\end{equation}
In $R_k$ the coefficient of $x_{k+1}^2$ is $1-(k-1)/k=1/k$. That of $x_1^2$ is $\frac{1}{k-1}\left(1-\frac1k\right)=1/k$, and that of $x_1x_{k+1}$ is $-2/k$. Hence
\begin{equation}
A_k=\frac{k}{k-1}(x_k-x_k^*)^2+\frac{(x_{k+1}-x_1)^2}{k}.\label{eq:square}
\end{equation}
The remainder is again a spring between $x_1$ and the next bead, now with the stiffness of $k$ springs in series. The elimination thus reproduces its own form.

This identity suggests the staging coordinates
\begin{equation}
u_1=x_1,\qquad
u_k=x_k-\frac{(k-1)x_{k+1}+x_1}{k},\quad k=2,\ldots,P.\label{eq:u}
\end{equation}
Each $u_k$ with $k\ge2$ is the displacement of bead $k$ from the point where the springs alone would hold it, given the next bead and the first one. For the last bead, $x_{P+1}=x_1$ gives $u_P=x_P-x_1$.

The decoupling can now be proved for any number of links. The claim is
\begin{equation}
\sum_{i=1}^{k}(x_i-x_{i+1})^2
=\sum_{j=2}^{k}\frac{j}{j-1}u_j^2+\frac{(x_{k+1}-x_1)^2}{k}.\label{eq:induct}
\end{equation}
For $k=1$ the sum on the right is empty and both sides equal $(x_1-x_2)^2$. If the claim holds for $k-1$, adding the link $(x_k-x_{k+1})^2$ to both sides produces on the right
\begin{equation}
\sum_{j=2}^{k-1}\frac{j}{j-1}u_j^2+\frac{(x_k-x_1)^2}{k-1}+(x_k-x_{k+1})^2
=\sum_{j=2}^{k-1}\frac{j}{j-1}u_j^2+A_k,
\end{equation}
and (\ref{eq:square}) turns this into the right side of (\ref{eq:induct}) for $k$. Setting $k=P$ and closing the ring removes the last term. Multiplication by $m\omega_P^2/2$ gives
\begin{equation}
\sum_{k=1}^{P}\frac12m\omega_P^2(x_k-x_{k+1})^2
=\sum_{k=2}^{P}\frac12m_k\omega_P^2u_k^2,\qquad
m_k=\frac{k}{k-1}\,m.\label{eq:masses}
\end{equation}

The staging mass $m_k$ is a measure of stiffness: at equilibrium only the product $m_k\omega_P^2$ matters, and it is written as a mass because a common frequency has been factored out. Bead $k$ feels one spring to bead $k+1$ and the effective spring to bead 1, whose stiffness is $1/(k-1)$ of one link (the full link for $k=2$), so $m_k$ exceeds $m$ by $m/(k-1)$. This excess vanishes for large $k$. The formula does not apply to $k=1$, where it would diverge. The spring mass of $u_1$ is zero, because shifting $u_1$ at fixed $u_2,\ldots,u_P$ translates the whole ring and stretches no spring. For $P=2$ the result can be read off directly: two links join the same two beads, their energy is $m\omega_P^2(x_1-x_2)^2$, and this is $\frac12m_2\omega_P^2u_2^2$ with $m_2=2m$.

The potential must still be evaluated at the bead positions, so the inverse map is needed. Rearranging (\ref{eq:u}) gives
\begin{equation}
x_1=u_1,\qquad x_k=u_k+\frac{(k-1)x_{k+1}+x_1}{k},\quad k=P,P-1,\ldots,2.\label{eq:inverse}
\end{equation}
The order matters. The last bead requires only $x_{P+1}=x_1=u_1$, and each earlier bead then requires one that is already known. To obtain a closed form, let $d_k=x_k-x_1$. Subtracting $x_1$ from both sides of (\ref{eq:inverse}) gives
\begin{equation}
d_k=u_k+\frac{k-1}{k}d_{k+1},\qquad d_{P+1}=0.
\end{equation}
On repeated substitution, starting from $d_l$, the coordinate $u_k$ appears with the factor
\begin{equation}
\frac{l-1}{l}\cdot\frac{l}{l+1}\cdots\frac{k-2}{k-1}=\frac{l-1}{k-1},
\end{equation}
in which all intermediate numbers cancel. Therefore
\begin{equation}
x_l=u_1+\sum_{k=l}^{P}\frac{l-1}{k-1}\,u_k,\qquad l\ge2.\label{eq:closed}
\end{equation}
A displacement $u_k$ moves bead $k$ by the full amount and drags beads $2,\ldots,k-1$ along in linear proportion, as a stretched chain with one end held at bead 1 would follow.

The Jacobian also follows from (\ref{eq:closed}). The first row of the matrix $\partial x_l/\partial u_k$ is $(1,0,\ldots,0)$. Expanding the determinant along it leaves the block with $l,k\ge2$, which is upper triangular with ones on the diagonal. The determinant is 1, so $dx_1\cdots dx_P=du_1\cdots du_P$.

Electronic-structure calculations deliver the force on each bead. With the factor $1/P$ of (\ref{eq:U}), let
\begin{equation}
f_l=-\frac1P\frac{dV(x_l)}{dx_l},\qquad
F_k=-\frac{\partial}{\partial u_k}\,\frac1P\sum_{l=1}^{P}V(x_l)
=\sum_{l=1}^{P}f_l\,\frac{\partial x_l}{\partial u_k}.
\end{equation}
These forces come from the potential alone; the spring forces are added later. All beads move by the same amount with $u_1$, so $F_1$ is the total force. For $k\ge2$, bead 1 does not depend on $u_k$, and by (\ref{eq:closed}) neither do beads with $l>k$. Thus
\begin{equation}
F_1=\sum_{l=1}^{P}f_l,\qquad
F_k=\sum_{l=2}^{k}\frac{l-1}{k-1}f_l,\quad k\ge2.\label{eq:direct}
\end{equation}
Evaluating these sums separately would take a number of operations that grows as $P^2$. Multiplying the second by $k-1$ and splitting off the term $l=k$ gives, for $k\ge3$,
\begin{equation}
(k-1)F_k=(k-1)f_k+\sum_{l=2}^{k-1}(l-1)f_l=(k-1)f_k+(k-2)F_{k-1},
\end{equation}
where the last step is (\ref{eq:direct}) for $k-1$. Division by $k-1$ yields the recursion
\begin{equation}
F_k=f_k+\frac{k-2}{k-1}\,F_{k-1},\qquad k=2,\ldots,P.\label{eq:rec}
\end{equation}
It includes $k=2$, where the coefficient is zero and $F_2=f_2$, in agreement with (\ref{eq:direct}). The total force $F_1$ therefore never enters the other components. Positions are built from $k=P$ downward and forces from $k=2$ upward, because the force map is the transpose of the position map. Each takes a number of operations linear in $P$.

For several distinguishable particles in three dimensions, the same map acts on each Cartesian coordinate separately, with the mass of its particle, and $f_l$ becomes the corresponding derivative of the full potential at bead index $l$. If identical particles may exchange, a ring can close on another particle, and (\ref{eq:masses}), which used $x_{P+1}=x_1$, does not hold for such configurations.

Because the springs are now independent, the prefactor in (\ref{eq:Z}) can be simplified. Using $\omega_P^2=P/\beta^2$, the integrals over the spring Gaussians are
\begin{equation}
\prod_{k=2}^{P}\sqrt{\frac{2\pi}{\beta m_k\omega_P^2}}
=\prod_{k=2}^{P}\sqrt{\frac{2\pi\beta}{Pm_k}}
=\left(\frac{2\pi\beta}{mP}\right)^{(P-1)/2}\frac{1}{\sqrt P}.
\end{equation}
The last factor arises from the telescoping product $\prod_{k=2}^{P}k/(k-1)=P$. Multiplying by the prefactor of (\ref{eq:Z}) leaves $\sqrt{mP/2\pi\beta}/\sqrt P$, and so
\begin{equation}
Z_P=\sqrt{\frac{m}{2\pi\beta}}\int du_1\left\langle
\exp\left[-\frac{\beta}{P}\sum_{l=1}^{P}V(x_l)\right]\right\rangle.\label{eq:Zu}
\end{equation}
The average is over independent Gaussian variables $u_2,\ldots,u_P$ of zero mean and variance $1/(\beta m_k\omega_P^2)$. For a free particle in a length $L$ the average is 1 and $Z_P=L\sqrt{m/2\pi\beta}$ for every $P$, which is the quantum result when $L$ is much larger than the thermal wavelength $\sqrt{2\pi\beta/m}$, so that boundary effects can be neglected. With a potential, the exponential depends on sums of the $u_k$, so they remain coupled through $V$.

Molecular dynamics samples the distribution $e^{-\beta U}$ after momenta $p_k$ conjugate to $u_k$ have been added, with kinetic energy $\sum_kp_k^2/2m_k'$. The momentum integrals factor out of any average over positions, so the kinetic masses $m_k'$ may be any positive constants. The choice $m_1'=m$ and $m_k'=m_k$ for $k\ge2$ gives
\begin{equation}
m\ddot u_1=F_1,\qquad
m_k\ddot u_k=-m_k\omega_P^2u_k+F_k,\quad k\ge2.\label{eq:eom}
\end{equation}
Without the potential, all $P-1$ internal modes oscillate at $\omega_P$. In that limit each mode also keeps its own energy for ever, so canonical sampling needs thermostats on the modes. The trajectories are a sampling device; their time is not the physical time of the particle.

For comparison, give every bead the kinetic mass $m$ and keep the bead coordinates. The spring equation is $\ddot x_l=-\omega_P^2(2x_l-x_{l-1}-x_{l+1})$. Inserting $x_l\propto e^{2\pi ijl/P}$ gives the squared frequency $\omega_P^2[2-2\cos(2\pi j/P)]$, that is,
\begin{equation}
\omega_j=2\omega_P\left|\sin\frac{\pi j}{P}\right|,\qquad j=0,\ldots,P-1.
\end{equation}
For even $P$ the nonzero frequencies run from $2\omega_P\sin(\pi/P)$ to $2\omega_P$, a ratio of $1/\sin(\pi/P)$, which approaches $P/\pi$ for large $P$. The ratio is 1.41 for $P=4$ and 10.2 for $P=32$.

The consequence for the time step $\Delta t$ can be worked out for the springs alone. The Verlet scheme for an oscillator of frequency $\omega$ obeys $q_{n+1}-2q_n+q_{n-1}=-\omega^2\Delta t^2q_n$. The trial solution $q_n=\lambda^n$ requires $\lambda+1/\lambda=2-\omega^2\Delta t^2$. The two roots have product 1; they are distinct and lie on the unit circle when $0<\omega\Delta t<2$, and one of them grows when $\omega\Delta t>2$. The stability limit is thus $1/\omega_P$ for equal bead masses with even $P$, and $2/\omega_P$ for staging. The exact period $2\pi/\omega$ of the slowest internal mode then spans at least $\pi/\sin(\pi/P)$ steps in the first case, about 32 for $P=32$, and at least $\pi$ steps in the second, whatever the value of $P$. Accurate integration needs smaller steps in both cases, but the spread of time scales among the springs is gone. A stiff potential can still limit the step.

A model with round parameters shows the operations in numbers. Let $m$ be 2000 electron masses, $k_{\mathrm B}T=0.025$ eV, $P=4$, and
\begin{equation}
V(x)=\tfrac12ax^2+\tfrac14bx^4,\qquad a=2\ \text{eV/\AA}^2,\quad b=4\ \text{eV/\AA}^4.
\end{equation}
Then $\hbar\omega_P=\sqrt4\times0.025=0.05$ eV, and the spring constant is $m\omega_P^2=0.65617$ eV/\AA$^2$. The staging masses are $2m$, $\frac32m$ and $\frac43m$. Take the beads at $0.10$, $0.25$, $-0.05$ and $0.15$ \AA. From (\ref{eq:u}), in \AA,
\begin{align}
u_4&=0.15-0.10=0.05,\\
u_3&=-0.05-\tfrac13(2\times0.15+0.10)=-0.18333,\\
u_2&=0.25-\tfrac12(-0.05+0.10)=0.225,
\end{align}
and $u_1=0.10$. The squared link lengths add up to
\begin{equation}
0.0225+0.0900+0.0400+0.0025=0.1550\ \text{\AA}^2.
\end{equation}
The staging sum has different terms and the same total:
\begin{equation}
2(0.225)^2+\tfrac32(0.18333)^2+\tfrac43(0.05)^2
=0.10125+0.05042+0.00333=0.1550\ \text{\AA}^2.
\end{equation}
Multiplied by half the spring constant, both give a spring energy of 0.05085 eV.

The bead forces are $f_l=-(ax_l+bx_l^3)/4$. For the first bead this is $-(0.200+0.004)/4=-0.0510$ eV/\AA. The others are $-0.1406$, $0.0251$ and $-0.0784$ eV/\AA. The recursion (\ref{eq:rec}) then gives, in eV/\AA,
\begin{align}
F_2&=f_2=-0.1406,\\
F_3&=0.0251+\tfrac12(-0.1406)=-0.0452,\\
F_4&=-0.0784+\tfrac23(-0.0452)=-0.1085,
\end{align}
while the sum of all bead forces is $F_1=-0.2449$. The force $F_3$ is negative although $f_3$ is positive, because raising $u_3$ also moves bead 2 by half as much, and the force on bead 2 is strong and negative.

In this example the curvature $a$ of the potential exceeds the spring constant $m\omega_P^2$. Near $x=0$, the force on $u_1$ due to its own displacement is $-au_1$, which on its own would give a frequency $\sqrt{a/m}=\omega_P\sqrt{2/0.65617}\approx1.75\,\omega_P$. Since $V$ couples $u_1$ to the internal modes, this is not a normal-mode frequency. Its square is a diagonal element of the mass-weighted Hessian, so it is a lower bound on the highest frequency, which is $2.10\,\omega_P$ near $x=0$. The limit $2/\omega_P$ found for the springs alone is therefore not the limit for the full system. In a velocity-Verlet run of (\ref{eq:eom}), started at rest from the configuration above and lasting $20/\omega_P$, the largest deviation of the total energy from its initial value was $8.10\times10^{-5}$ eV for $\Delta t=0.05/\omega_P$ and $2.03\times10^{-5}$ eV for half that step. The ratio of 4.00 is the second-order behaviour expected when the transformed forces are the derivatives of the conserved energy.

Equilibrium averages provide a check on the whole transformation. Quadrature of (\ref{eq:Zu}) over the staging coordinates gives $Z_4=0.1808$ and a mean square position, averaged over the beads, of $\langle x^2\rangle=0.01986$ \AA$^2$ (0.0709 bohr$^2$). The trace of the transfer matrix between bead positions, which makes no use of staging, gives the same values; the program tests their agreement with a relative tolerance of $10^{-7}$ plus an absolute one of $10^{-8}$ in atomic units, together less than $3\times10^{-7}$ of either value.

Diagonalizing the Hamiltonian gives $Z=0.1696$ and $\langle x^2\rangle=0.0216$ \AA$^2$. Relative to these, four beads overestimate $Z$ by 6.6\% and underestimate $\langle x^2\rangle$ by 8.1\%. This is the error of the Trotter product at $P=4$, since the two four-bead calculations agree. With 64 beads the transfer matrix gives $\langle x^2\rangle$ to within 0.04\% of the value from the Hamiltonian. Staging changes how the ring polymer is sampled; the number of beads still has to be converged.

\section*{Numbers as computed}
\begin{verbatim}
mass = 2000 electron masses; beads P = 4
kT = 0.025 eV
a = 2.0 eV/angstrom^2; b = 4.0 eV/angstrom^4
hbar omega_P = 0.05000 eV
spring constant m omega_P^2 = 0.65617 eV/angstrom^2
staging masses m_k/m, k=2..4 (no unit): 2.00000 1.50000 1.33333
bead positions x_1..x_4 (angstrom): 0.10000 0.25000 -0.05000 0.15000
staging coordinates u_1..u_4 (angstrom): 0.10000 0.22500 -0.18333 0.05000
bead spring terms, links 1..4 (eV): 0.007382 0.029528 0.013123 0.000820
staging spring terms, k=2..4 (eV): 0.033219 0.016541 0.001094
spring energy from beads = 0.050853 eV
spring energy from staging = 0.050853 eV
bead forces f_1..f_4 (eV/angstrom): -0.051000 -0.140625 0.025125 -0.078375
staging forces F_1..F_4 (eV/angstrom): -0.244875 -0.140625 -0.045187 -0.108500
Gaussian widths of u_2..u_4 (angstrom): 0.13802 0.15937 0.16904
Z for P=4, staging quadrature = 0.1807959 (no unit)
Z for P=4, bead transfer matrix = 0.1807959 (no unit)
Z from Hamiltonian = 0.1696152 (no unit)
<x^2> for P=4, staging = 0.0198561 angstrom^2
<x^2> for P=4, transfer = 0.0198561 angstrom^2
<x^2> for P=4, staging = 0.070907 bohr^2 (conversion)
<x^2> for P=64, transfer = 0.0215911 angstrom^2
<x^2> from Hamiltonian = 0.0215990 angstrom^2
P=4 relative error in <x^2> = -8.07 percent
P=4, equal bead masses: lowest nonzero, highest frequency = 1.41421, 2.00000 omega_P
P=4, highest/lowest nonzero = 1.414 (no unit)
P=4, staging masses: lowest nonzero, highest frequency = 1.00000, 1.00000 omega_P
P=32, equal bead masses: lowest nonzero, highest frequency = 0.19603, 2.00000 omega_P
P=32, highest/lowest nonzero = 10.202 (no unit)
P=32, staging masses: lowest nonzero, highest frequency = 1.00000, 1.00000 omega_P
Verlet energy error, step 0.05/omega_P = 8.1003e-05 eV
Verlet energy error, step 0.025/omega_P = 2.0251e-05 eV
energy-error ratio = 4.000 (no unit)
\end{verbatim}
